# Muffin-Tin Orbitals with Laplace Tails and the Tail-Cancellation Condition: a program that tests the result

```python
# Result under test: muffin-tin orbitals with Laplace (kappa = 0) tails give
#   det[P_l(E) - S(k)] = 0,  P_l = 2(2l+1)(D_l + l + 1)/(D_l - l),
# D_l = s*phi_l'(s)/phi_l(s): logarithmic derivative at the sphere radius s,
# S(k): Bloch sum of the expansion coefficients of the tails (s/r)^(l+1) Y_L.
# Rydberg atomic units (hbar = 2m = 1); lattice: fcc with cubic constant a.
# Structure constants are computed with lengths in units of a.
import math
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import gamma, gammaincc, lpmv, spherical_jn, spherical_yn

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
LMAX = 4
VOLUME = 0.25                                  # primitive cell in a^3


def harmonics(lmax, vectors):
    """Real orthonormal spherical harmonics, index l*l + l + m."""
    v = np.atleast_2d(vectors)
    cos_t = v[:, 2] / np.linalg.norm(v, axis=1)
    azimuth = np.arctan2(v[:, 1], v[:, 0])
    rows = []
    for l in range(lmax + 1):
        for m in range(-l, l + 1):
            n = abs(m)
            norm = math.sqrt((2*l + 1) / (4*math.pi)
                             * math.factorial(l - n) / math.factorial(l + n))
            f = norm * lpmv(n, l, cos_t)
            if m > 0:
                f = f * math.sqrt(2) * np.cos(n * azimuth)
            if m < 0:
                f = f * math.sqrt(2) * np.sin(n * azimuth)
            rows.append(f)
    return np.array(rows)


def sphere_grid(n):
    x, w = np.polynomial.legendre.leggauss(n)
    f = 2*np.pi*np.arange(2*n) / (2*n)
    ct, ph = np.meshgrid(x, f, indexing="ij")
    st = np.sqrt(1 - ct**2)
    pts = np.stack([st*np.cos(ph), st*np.sin(ph), ct], axis=-1).reshape(-1, 3)
    return pts, np.repeat(w, 2*n) * np.pi / n


def odd_factorial(n):
    return math.prod(range(n, 0, -2))


def l_index(lmax):
    return np.array([l for l in range(lmax + 1) for _ in range(2*l + 1)])


L1, L2 = l_index(LMAX), l_index(2*LMAX)
points, weights = sphere_grid(20)
y_big = harmonics(2*LMAX, points)
y_small = y_big[:len(L1)]
pairs = (y_small[:, None, :] * y_small[None, :, :] * weights)
gaunt = pairs @ y_big.T
coupling = np.zeros_like(gaunt)
for i, lp in enumerate(L1):                    # row: expansion l'
    for j, l in enumerate(L1):                 # column: source l
        factor = (-8*np.pi * (-1)**int(l) * odd_factorial(2*int(l + lp) - 1)
                  / odd_factorial(2*int(l) - 1)
                  / odd_factorial(2*int(lp) - 1))
        coupling[i, j] = factor * gaunt[i, j] * (L2 == l + lp)


def bond_matrix(R, s):
    d = np.linalg.norm(R)
    return coupling @ (harmonics(2*LMAX, R)[:, 0] * (s/d)**(L2 + 1))


def fcc_vectors(radius):
    n = np.arange(-int(2*radius) - 1, int(2*radius) + 2)
    g = np.array(np.meshgrid(n, n, n)).reshape(3, -1).T
    g = g[g.sum(axis=1) % 2 == 0] / 2
    d = np.linalg.norm(g, axis=1)
    return g[(d > 0) & (d <= radius)]


def reciprocal_vectors(nmax):
    n = np.arange(-nmax, nmax + 1)
    g = np.array(np.meshgrid(n, n, n)).reshape(3, -1).T
    parity = g % 2
    same = (parity[:, 0] == parity[:, 1]) & (parity[:, 1] == parity[:, 2])
    return 2*np.pi * g[same]


def structure_matrix(k, s, eta=2.8):
    """Ewald form of sum_R exp(ikR) S(R); at k = 0 only valid for l+l' > 2."""
    R = fcc_vectors(3.5)
    d = np.linalg.norm(R, axis=1)
    l = L2[:, None]
    near = (harmonics(2*LMAX, R) * d**(-l - 1.0)
            * gammaincc(l + 0.5, (eta*d)**2)) @ np.exp(1j * R @ k)
    q = reciprocal_vectors(9) + k
    size = np.linalg.norm(q, axis=1)
    q, size = q[(size > 1e-9) & (size < 50)], size[(size > 1e-9) & (size < 50)]
    far = (harmonics(2*LMAX, q) * size**(l - 2.0)
           * np.exp(-(size/(2*eta))**2)).sum(axis=1)
    far = far * 4*np.pi**1.5 * (0.5j)**L2 / (VOLUME * gamma(L2 + 0.5))
    total = near + far
    total[0] -= 2*eta/np.sqrt(np.pi) / np.sqrt(4*np.pi)
    return coupling @ (total * s**(L2 + 1.0))


def plane_wave_set(k, cutoff, radius):
    """Wave vectors and Fourier matrix of the step function of the spheres."""
    q = reciprocal_vectors(15) + k
    q = q[np.linalg.norm(q, axis=1) < cutoff]
    q2 = (q**2).sum(axis=1)
    d2 = q2[:, None] + q2[None, :] - 2*q @ q.T
    x = np.sqrt(np.maximum(d2, 0)) * radius
    y = np.where(x < 1e-3, 1.0, x)
    form = np.where(x < 1e-3, 1/3, (np.sin(y) - y*np.cos(y)) / y**3)
    return q2, 4*np.pi*radius**3 / VOLUME * form


# --- tail expansion against angular quadrature on a small sphere ----------
R_test, s_test, r_test = np.array([0.5, 0.3, -0.4]), 0.3, 0.2
pts, wts = sphere_grid(40)
shifted = r_test*pts - R_test
dist = np.linalg.norm(shifted, axis=1)
tails = harmonics(LMAX, shifted) * (s_test/dist)**(L1[:, None] + 1)
projected = (harmonics(LMAX, pts) * wts) @ tails.T
predicted = (-(r_test/s_test)**L1[:, None] / (2*(2*L1[:, None] + 1))
             * bond_matrix(R_test, s_test))
expansion_error = np.abs(projected - predicted).max()
assert expansion_error < 1e-9

# --- two-centre integrals for s = d along z, and lattice sums -------------
bond = bond_matrix(np.array([0.0, 0.0, 1.0]), 1.0)
pp_bond = np.linalg.eigvalsh(bond[1:4, 1:4])
dd_bond = np.linalg.eigvalsh(bond[4:9, 4:9])
assert np.allclose(pp_bond, [-6, -6, 12])
assert np.allclose(dd_bond, [-60, -10, -10, 40, 40])
s_ws = (3/(16*np.pi))**(1/3)                   # space-filling radius / a
k_gen = 2*np.pi*np.array([0.3, 0.2, 0.1])
S_gen = structure_matrix(k_gen, s_ws)
assert np.allclose(S_gen, S_gen.conj().T, atol=1e-8)
assert np.allclose(structure_matrix(k_gen, s_ws, 2.4),
                   structure_matrix(k_gen, s_ws, 3.2), atol=1e-7)
R_all = fcc_vectors(12)
R_len = np.linalg.norm(R_all, axis=1)
sums = (harmonics(2*LMAX, R_all) * (s_ws/R_len)**(L2[:, None] + 1)) \
    @ np.exp(1j * R_all @ k_gen)
direct_error = np.abs((coupling @ sums - S_gen)[4:9, 4:9]).max()
assert direct_error < 5e-3                     # sum cut off at 12 a
k_small = 2*np.pi*np.array([0.01, 0, 0])
ss_limit = (structure_matrix(k_small, s_ws)[0, 0].real
            * (np.linalg.norm(k_small)*s_ws)**2)
assert abs(ss_limit + 6) < 0.01

# --- exact case E = 0: well depths that put a Bloch state at zero energy --
s_well = 0.3
q2, theta = plane_wave_set(k_gen, 78.0, s_well)
n_pw = len(q2)
scaled = theta / np.sqrt(np.outer(q2, q2))
top = eigh(scaled, eigvals_only=True, subset_by_index=[n_pw - 4, n_pw - 1])
depth_pw = s_well**2 / top[::-1]               # V0*s^2, dimensionless
S_well = structure_matrix(k_gen, s_well)


def well_eigenvalue(x2, rank, lmax):
    x, pot = math.sqrt(x2), []
    for l in range(lmax + 1):
        f, g = spherical_jn(l, x), x*spherical_jn(l, x, derivative=True)
        pot += [2*(2*l + 1)*(g + (l + 1)*f)/(g - l*f)] * (2*l + 1)
    n = len(pot)
    return np.linalg.eigvalsh(np.diag(pot) - S_well[:n, :n])[n - 1 - rank]


depth_kkr, depth_error = {}, {}
for lmax in (2, 3, 4):
    depth_kkr[lmax] = np.array([brentq(well_eigenvalue, 0.05, 20.1,
                                       args=(j, lmax)) for j in range(4)])
    depth_error[lmax] = np.abs(depth_kkr[lmax]/depth_pw - 1).max()
assert depth_error[4] < 2e-3                   # l and plane-wave truncation
assert depth_error[4] < depth_error[2]

# --- worked example: fcc model crystal with a d resonance -----------------
s, r_core, depth = 2.8, 1.4, 10.0              # bohr, bohr, Ry
a = s / s_ws


def radial(l, E, r):
    """Regular solution and slope: -depth inside r_core, zero outside."""
    q = np.sqrt(E + depth)
    kap = np.sqrt(np.asarray(E) + 0j)
    f = spherical_jn(l, q*r_core)
    g = q*spherical_jn(l, q*r_core, derivative=True)
    z = kap*r_core
    j, dj = spherical_jn(l, z), kap*spherical_jn(l, z, derivative=True)
    y, dy = spherical_yn(l, z), kap*spherical_yn(l, z, derivative=True)
    alpha, beta = (f*dy - g*y)*z**2/kap, (g*j - f*dj)*z**2/kap
    out = alpha*spherical_jn(l, kap*r) + beta*spherical_yn(l, kap*r)
    dout = kap*(alpha*spherical_jn(l, kap*r, derivative=True)
                + beta*spherical_yn(l, kap*r, derivative=True))
    inside = np.asarray(r) <= r_core
    return (np.where(inside, spherical_jn(l, q*r), out.real),
            np.where(inside, q*spherical_jn(l, q*r, derivative=True),
                     dout.real))


def potential_function(l, E):
    f, df = radial(l, E, s)
    return float(2*(2*l + 1)*(s*df + (l + 1)*f)/(s*df - l*f))


# orbital: head joins the tail (s/r)^(l+1) in value and slope
E_test = 0.15
for l in range(3):
    f, df = radial(l, E_test, s)
    D = s*df/f
    P = potential_function(l, E_test)

    def head(r):
        return ((2*l + 1)/((l - D)*f)*radial(l, E_test, r)[0]
                + P/(2*(2*l + 1))*(r/s)**l)
    slope = (head(s + 1e-4) - head(s - 1e-4))/2e-4
    assert abs(head(s) - 1) < 1e-9 and abs(slope + (l + 1)/s) < 1e-6

# energy derivative of P against the norm of the radial function
x, w = np.polynomial.legendre.leggauss(60)


def slope_from_norm(l, E):
    norm = 0.0
    for lo, hi in ((0, r_core), (r_core, s)):
        r = lo + (hi - lo)*(x + 1)/2
        norm += (hi - lo)/2*np.sum(w*r**2*radial(l, E, r)[0]**2)
    f, df = radial(l, E, s)
    return float(2*(2*l + 1)**2*norm/(s*(s*df - l*f)**2)*1.0)


for l in range(3):
    numeric = (potential_function(l, E_test + 1e-4)
               - potential_function(l, E_test - 1e-4))/2e-4
    assert abs(numeric/slope_from_norm(l, E_test) - 1) < 1e-4


def canonical_energy(value):
    return brentq(lambda E: potential_function(2, E) - value, -0.2, 0.7)


centre = canonical_energy(0.0)
f_c, df_c = radial(2, centre, s)
D_centre = float(s*df_c/f_c)
slope_centre = slope_from_norm(2, centre)
levels = {}
for name, k in (("Gamma", np.zeros(3)), ("X", 2*np.pi*np.array([0, 0, 1.0])),
                ("general k", k_gen)):
    eig = np.linalg.eigvalsh(structure_matrix(k, s_ws)[4:9, 4:9])
    assert abs(eig.sum()) < 1e-7
    levels[name] = (eig, np.array([canonical_energy(v) for v in eig]))


def secular(E, lmax=3):
    """Determinant multiplied by D - l, so that poles of P drop out."""
    E = np.atleast_1d(E)
    A, B = [], []
    for l in range(lmax + 1):
        f, df = radial(l, E, s)
        num, den = 2*(2*l + 1)*(s*df + (l + 1)*f), s*df - l*f
        size = np.hypot(num, den)
        A += [num/size]*(2*l + 1)
        B += [den/size]*(2*l + 1)
    A, B = np.array(A).T, np.array(B).T
    n = A.shape[1]
    M = A[:, :, None]*np.eye(n) - B[:, :, None]*S_gen[:n, :n]
    return np.linalg.det(M).real


grid = np.linspace(-1, 1, 4000)
val = secular(grid)
change = np.where(val[:-1]*val[1:] < 0)[0]
roots = np.array([brentq(lambda E: secular(E)[0], grid[i], grid[i + 1])
                  for i in change])
assert len(roots) >= 6
hybrid = roots[:6]

# plane-wave bands of the same potential; error falls as cutoff^-3
bands, cuts = [], (60.0, 78.0)
for cut in cuts:
    q2, theta = plane_wave_set(k_gen, cut, r_core/a)
    bands.append(eigh(np.diag(q2)/a**2 - depth*theta, eigvals_only=True,
                      subset_by_index=[0, 9]))
c1, c2 = cuts[0]**3, cuts[1]**3
bands_pw = (c2*bands[1] - c1*bands[0])/(c2 - c1)
assert bands_pw[3] < -1 < bands_pw[4]          # four core-like bands below
asa_error = np.abs(hybrid - bands_pw[4:]).max()
assert asa_error < 0.03                        # ASA is approximate at E != 0


def show(label, values, digits=4):
    print(label, " ".join(f"{v:.{digits}f}" for v in np.atleast_1d(values)))


print(f"tail expansion, largest error: {expansion_error:.1e}")
show("pp bond eigenvalues at s=d:", pp_bond, 1)
show("dd bond eigenvalues at s=d:", dd_bond, 1)
print(f"dd Ewald minus direct sum, largest: {direct_error:.1e}")
show("S_ss*(ks)^2 at small k:", ss_limit)
show("general k in 2pi/a:", k_gen/(2*np.pi), 1)
print("EXACT CASE E=0, square wells, fcc")
show("sphere radius / a:", s_well, 2)
print("number of plane waves:", n_pw)
show("critical V0*s^2, plane waves:", depth_pw)
for lmax in (2, 3, 4):
    show(f"critical V0*s^2, determinant lmax={lmax}:", depth_kkr[lmax])
    print(f"  largest relative difference: {depth_error[lmax]:.1e}")
print("MODEL CRYSTAL, fcc, ASA")
show("ASA radius s (bohr):", s, 2)
show("well radius (bohr):", r_core, 2)
show("well depth (Ry):", depth, 2)
show("lattice constant a (bohr):", a)
show("s / nearest-neighbour distance:", s_ws*math.sqrt(2))
show("P_d at E = 0.10, 0.15, 0.20, 0.25 Ry:",
     [potential_function(2, E) for E in (0.10, 0.15, 0.20, 0.25)], 3)
show("d centre C (Ry):", centre)
show("D_d at C:", D_centre)
show("dP_d/dE at C (1/Ry):", slope_centre, 2)
for name, (eig, energy) in levels.items():
    show(f"{name}: canonical S_d:", eig, 3)
    show(f"{name}: canonical d energies (Ry):", energy)
    show(f"{name}: linear estimate C+S/P' (Ry):", centre + eig/slope_centre)
span = levels["X"][1][-1] - levels["X"][1][0]
show("d span at X (Ry):", span)
show("d span at X (eV):", span*RY_EV, 2)
show("general k, full determinant lmax=3 (Ry):", hybrid)
show("general k, plane waves extrapolated (Ry):", bands_pw[4:])
show("extrapolation shift, largest (Ry):",
     np.abs(bands_pw[4:] - bands[1][4:]).max())
show("ASA minus plane waves, largest (Ry):", asa_error)
print("checks complete")
```

It prints:

```
tail expansion, largest error: 4.0e-15
pp bond eigenvalues at s=d: -6.0 -6.0 12.0
dd bond eigenvalues at s=d: -60.0 -10.0 -10.0 40.0 40.0
dd Ewald minus direct sum, largest: 1.0e-04
S_ss*(ks)^2 at small k: -5.9978
general k in 2pi/a: 0.3 0.2 0.1
EXACT CASE E=0, square wells, fcc
sphere radius / a: 0.30
number of plane waves: 1994
critical V0*s^2, plane waves: 1.0608 11.1688 12.6681 13.1359
critical V0*s^2, determinant lmax=2: 1.0608 11.2011 12.7058 13.1593
  largest relative difference: 3.0e-03
critical V0*s^2, determinant lmax=3: 1.0608 11.1785 12.6805 13.1493
  largest relative difference: 1.0e-03
critical V0*s^2, determinant lmax=4: 1.0608 11.1687 12.6689 13.1381
  largest relative difference: 1.7e-04
MODEL CRYSTAL, fcc, ASA
ASA radius s (bohr): 2.80
well radius (bohr): 1.40
well depth (Ry): 10.00
lattice constant a (bohr): 7.1649
s / nearest-neighbour distance: 0.5527
P_d at E = 0.10, 0.15, 0.20, 0.25 Ry: -7.897 -3.199 1.065 5.028
d centre C (Ry): 0.1871
D_d at C: -3.0000
dP_d/dE at C (1/Ry): 83.51
Gamma: canonical S_d: -2.744 -2.744 -2.744 4.116 4.116
Gamma: canonical d energies (Ry): 0.1551 0.1551 0.1551 0.2382 0.2382
Gamma: linear estimate C+S/P' (Ry): 0.1543 0.1543 0.1543 0.2364 0.2364
X: canonical S_d: -16.404 -14.595 9.127 10.936 10.936
X: canonical d energies (Ry): 0.0229 0.0379 0.3045 0.3292 0.3292
X: linear estimate C+S/P' (Ry): -0.0093 0.0123 0.2964 0.3181 0.3181
general k: canonical S_d: -5.629 -1.264 -0.458 2.218 5.132
general k: canonical d energies (Ry): 0.1235 0.1722 0.1817 0.2142 0.2514
general k: linear estimate C+S/P' (Ry): 0.1197 0.1720 0.1816 0.2137 0.2486
d span at X (Ry): 0.3063
d span at X (eV): 4.17
general k, full determinant lmax=3 (Ry): 0.1125 0.1625 0.1807 0.1943 0.2377 0.2779
general k, plane waves extrapolated (Ry): 0.1126 0.1622 0.1797 0.1922 0.2364 0.2772
extrapolation shift, largest (Ry): 0.0105
ASA minus plane waves, largest (Ry): 0.0021
checks complete
```
